# Harmonic content and full Mueller recovery of a 5:3 dual-rotating-compensator polarimeter

## 1. Definitions and conventions

Light passes a fixed polarizer at azimuth $P$, a rotating plate of retardance $\delta_1$, the sample, a second rotating plate of retardance $\delta_2$, a fixed analyzer at azimuth $A$, and a linear detector. The fast axes stand at

$$C_1=5\theta+C_{10},\qquad C_2=3\theta+C_{20}.$$

Fields vary as $e^{-i\omega t}$. The Stokes components are $S_0=|E_x|^2+|E_y|^2$, $S_1=|E_x|^2-|E_y|^2$ and $S_2+iS_3=2E_x^*E_y$. In reflection, $x$ is the p direction and $y$ the s direction of each beam. The sample has a real $4\times4$ Mueller matrix $M$ with elements $m_{ij}$, $i,j=0,\dots,3$.

In axes turned by $\alpha$, the Stokes components become $R(\alpha)S$. This leaves $S_0,S_3$ alone and gives

$$S_1'=S_1\cos2\alpha+S_2\sin2\alpha,\qquad S_2'=-S_1\sin2\alpha+S_2\cos2\alpha .$$

For each plate define

$$\kappa=\sin^2\tfrac{\delta}{2},\qquad c=\cos^2\tfrac{\delta}{2},\qquad \sigma=\sin\delta .$$

The plates are assumed lossless, the azimuths and retardances known, and $M$ constant during a sweep. Let $I_0$ be the unpolarized intensity entering the polarizer and $K=I_0/4$. The claim is that the signal determines all sixteen $m_{ij}$ if neither retardance is a multiple of $180^\circ$ and $K$ is known. Without $K$, the matrix is known up to a common factor.

## 2. The two arms

**Before the sample.** In the polarizer's axes the light is $(I_0/2)(1,1,0,0)^T$. Let $u=2(C_1-P)$. In the axes of plate 1 the vector $(1,1,0,0)^T$ reads $(1,\cos u,-\sin u,0)^T$. The plate has Jones matrix $\mathrm{diag}(1,e^{i\delta_1})$, so it multiplies $S_2+iS_3=2E_x^*E_y$ by $e^{i\delta_1}$:

$$(1,\ \cos u,\ -\sin u\cos\delta_1,\ -\sin u\sin\delta_1)^T .$$

Turning back to the polarizer's axes gives

$$S_1=\cos^2u+\cos\delta_1\sin^2u,\qquad S_2=(1-\cos\delta_1)\sin u\cos u .$$

With $\cos^2u=(1+\cos2u)/2$ and $\sin^2u=(1-\cos2u)/2$, the arm vector is

$$g=(1,\ c_1+\kappa_1\cos2u,\ \kappa_1\sin2u,\ -\sigma_1\sin u)^T .$$

**After the sample.** The analyzer transmits $(S_0+S_1)/2$ in its own axes. Let $v=2(C_2-A)$, and let $t$ be the Stokes vector entering plate 2 in those axes. In the plate's axes,

$$t_1'=t_1\cos v+t_2\sin v,\qquad t_2'=-t_1\sin v+t_2\cos v .$$

The plate changes $t_2'$ to $t_2'\cos\delta_2-t_3\sin\delta_2$. Back in the analyzer's axes, $S_1=t_1'\cos v-(t_2'\cos\delta_2-t_3\sin\delta_2)\sin v$, or

$$S_1=(\cos^2v+\cos\delta_2\sin^2v)t_1+(1-\cos\delta_2)\sin v\cos v\,t_2+\sin\delta_2\sin v\,t_3 .$$

The detection row is therefore $a^T$ with

$$a=(1,\ c_2+\kappa_2\cos2v,\ \kappa_2\sin2v,\ +\sigma_2\sin v)^T .$$

The fourth components of $a$ and $g$ have opposite signs because one plate creates $S_3$ and the other converts it back.

The light reaching the sample is $R(-P)g$ in laboratory axes, and $R(A)$ brings the outgoing light into the analyzer's axes. Collecting the two factors $1/2$,

$$I=K\,a^TM'g,\qquad M'=R(A)\,M\,R(-P).$$

Rotations are invertible, so finding $M'$ is equivalent to finding $M$.

## 3. Which harmonics occur

Put $x=2\theta$, $\phi_1=C_{10}-P$ and $\phi_2=C_{20}-A$. Then $u=5x+2\phi_1$ and $v=3x+2\phi_2$. The products $a_ig_j$ consist of terms

$$e^{i(ju+kv)}=e^{i(5j+3k)x}\,e^{2i(j\phi_1+k\phi_2)},\qquad |j|,|k|\le2 .$$

No two pairs $(j,k)$ share a frequency. If $5j+3k=5j'+3k'$, then $5(j-j')=3(k'-k)$, so $k'-k$ is a multiple of 5. Since $|k'-k|\le4$, it is zero, and then $j=j'$.

The 25 pairs thus give zero frequency and twelve positive frequencies:

$$n=0,1,2,3,4,5,6,7,8,10,11,13,16 .$$

Harmonics 9, 12, 14 and 15 are absent for any sample. Write the signal as $I=\mathrm{Re}\sum_nF_ne^{inx}$. Because line $n=5j+3k$ has one pair, its phase offset can be removed separately:

$$\alpha_n-i\beta_n=\frac{F_n}{K}e^{-2i(j\phi_1+k\phi_2)} .$$

From here on $u=5x$, $v=3x$ and $I/K=\sum_n(\alpha_n\cos nx+\beta_n\sin nx)$.

## 4. The harmonic table

Elements in this section belong to $M'$; the prime is omitted. Products of the oscillating parts of $a_1,a_2$ with those of $g_1,g_2$ give $\kappa_1\kappa_2$ times

$$m_{11}\cos6x\cos10x+m_{12}\cos6x\sin10x+m_{21}\sin6x\cos10x+m_{22}\sin6x\sin10x .$$

The four products are, in order, $\frac12(\cos4x+\cos16x)$, $\frac12(\sin16x+\sin4x)$, $\frac12(\sin16x-\sin4x)$ and $\frac12(\cos4x-\cos16x)$. Hence

$$\alpha_4=\tfrac{\kappa_1\kappa_2}{2}(m_{11}+m_{22}),\quad \alpha_{16}=\tfrac{\kappa_1\kappa_2}{2}(m_{11}-m_{22}),$$
$$\beta_{16}=\tfrac{\kappa_1\kappa_2}{2}(m_{12}+m_{21}),\quad \beta_4=\tfrac{\kappa_1\kappa_2}{2}(m_{12}-m_{21}).$$

The fourth component of $g$ gives $-\sigma_1\kappa_2(m_{13}\cos6x\sin5x+m_{23}\sin6x\sin5x)$. Here $\cos6x\sin5x=\frac12(\sin11x-\sin x)$ and $\sin6x\sin5x=\frac12(\cos x-\cos11x)$, so

$$\beta_1=-\beta_{11}=\tfrac{\sigma_1\kappa_2}{2}m_{13},\qquad \alpha_{11}=-\alpha_1=\tfrac{\sigma_1\kappa_2}{2}m_{23}.$$

The fourth component of $a$ gives $\sigma_2\kappa_1(m_{31}\sin3x\cos10x+m_{32}\sin3x\sin10x)$. The products are $\frac12(\sin13x-\sin7x)$ and $\frac12(\cos7x-\cos13x)$, so

$$\beta_{13}=-\beta_7=\tfrac{\kappa_1\sigma_2}{2}m_{31},\qquad \alpha_7=-\alpha_{13}=\tfrac{\kappa_1\sigma_2}{2}m_{32}.$$

Finally, $-\sigma_1\sigma_2m_{33}\sin3x\sin5x=-\frac12\sigma_1\sigma_2m_{33}(\cos2x-\cos8x)$ gives

$$\alpha_8=-\alpha_2=\tfrac{\sigma_1\sigma_2}{2}m_{33}.$$

The remaining terms contain the constant part of at least one arm. The constant part of $a$ is $(1,c_2,0,0)$ and that of $g$ is $(1,c_1,0,0)$. Therefore

$$\alpha_{10}=\kappa_1(m_{01}+c_2m_{11}),\ \ \beta_{10}=\kappa_1(m_{02}+c_2m_{12}),\ \ \beta_5=-\sigma_1(m_{03}+c_2m_{13}),$$
$$\alpha_6=\kappa_2(m_{10}+c_1m_{11}),\ \ \beta_6=\kappa_2(m_{20}+c_1m_{21}),\ \ \beta_3=\sigma_2(m_{30}+c_1m_{31}),$$
$$\alpha_0=m_{00}+c_1m_{01}+c_2m_{10}+c_1c_2m_{11}.$$

## 5. Solving for sixteen elements

One constant and twelve cosine–sine pairs make 25 real channels. Four vanish ($\alpha_3,\alpha_5,\beta_2,\beta_8$), and five repeat others with reversed sign. Sixteen independent channels remain. First solve the inner block, averaging each repeated pair:

$$m_{11}=\frac{\alpha_4+\alpha_{16}}{\kappa_1\kappa_2},\quad m_{22}=\frac{\alpha_4-\alpha_{16}}{\kappa_1\kappa_2},\quad m_{12}=\frac{\beta_{16}+\beta_4}{\kappa_1\kappa_2},\quad m_{21}=\frac{\beta_{16}-\beta_4}{\kappa_1\kappa_2},$$
$$m_{13}=\frac{\beta_1-\beta_{11}}{\sigma_1\kappa_2},\quad m_{23}=\frac{\alpha_{11}-\alpha_1}{\sigma_1\kappa_2},$$
$$m_{31}=\frac{\beta_{13}-\beta_7}{\kappa_1\sigma_2},\quad m_{32}=\frac{\alpha_7-\alpha_{13}}{\kappa_1\sigma_2},\quad m_{33}=\frac{\alpha_8-\alpha_2}{\sigma_1\sigma_2}.$$

The border follows:

$$m_{01}=\frac{\alpha_{10}}{\kappa_1}-c_2m_{11},\quad m_{02}=\frac{\beta_{10}}{\kappa_1}-c_2m_{12},\quad m_{03}=-\frac{\beta_5}{\sigma_1}-c_2m_{13},$$
$$m_{10}=\frac{\alpha_6}{\kappa_2}-c_1m_{11},\quad m_{20}=\frac{\beta_6}{\kappa_2}-c_1m_{21},\quad m_{30}=\frac{\beta_3}{\sigma_2}-c_1m_{31}.$$

The constant channel then gives $m_{00}=\alpha_0-c_1m_{01}-c_2m_{10}-c_1c_2m_{11}$, and the laboratory matrix is $M=R(-A)M'R(P)$. Every divisor is nonzero exactly when neither retardance is a multiple of $180^\circ$, which proves the claim.

If plate 1 is a half-wave plate, $\sigma_1=0$ and the sample never receives circular polarization. The fourth column of $M$ is lost and twelve elements remain. With two half-wave plates the fourth row is lost too, leaving nine.

The ratio matters as well. At 1:1 the harmonics run from 0 to 4 and offer at most nine real channels. For the retardances and azimuths of Section 8, the numerical rank of the sixteen signal functions is 9 for 1:1, 11 for 2:1, 15 for 3:1 and 3:2, and 16 for 5:1 and 5:3. The ratio 5:3 is thus sufficient but not unique.

## 6. Independence, noise and choice of retardance

Average over a period the product $(a_ig_j)(a_kg_l)$. The factor $a_ia_k$ has frequencies $0,3,6,9,12$, and $g_jg_l$ has $0,5,10,15,20$. They share only zero, so the average of the product equals the product of the averages. The matrix of overlaps of the sixteen signal functions is the Kronecker product $G_2\otimes G_1$, where each arm has

$$G=\begin{pmatrix}1&c&0&0\\c&c^2+\kappa^2/2&0&0\\0&0&\kappa^2/2&0\\0&0&0&\sigma^2/2\end{pmatrix},\qquad \det G=\frac{\kappa^4\sigma^2}{8}.$$

This is a second proof of independence.

Take $N\ge33$ readings at $\theta_l=\pi l/N$. The products above reach order 32, below $N$, so sums over readings reproduce the averages. If each reading has independent noise of standard deviation $s$, all channels with $n>0$ have equal variance and are uncorrelated. Averaging the repeated pairs is then optimal, and the remaining sixteen channels match sixteen unknowns one to one. The inversion is the least-squares solution, with covariance $s^2(G_2\otimes G_1)^{-1}/(NK^2)$. Inverting $G$ gives

$$\mathrm{var}\,m_{ij}=\frac{s^2}{NK^2}\,p_iq_j,\qquad p,q=\Big(1+\frac{2c^2}{\kappa^2},\ \frac{2}{\kappa^2},\ \frac{2}{\kappa^2},\ \frac{2}{\sigma^2}\Big),$$

with plate 2 in $p$ and plate 1 in $q$. Components 1 and 2 have equal variances and no mutual correlation, so the frame rotations leave these variances unchanged.

One design criterion is the largest $\det G$, which gives the smallest volume of the joint error ellipsoid at fixed $s$, $N$ and $K$. With $y=\cos\delta$,

$$\det G=\frac{(1-y)^5(1+y)}{128},\qquad \frac{d\det G}{dy}=-\frac{(1-y)^4(4+6y)}{128}.$$

The maximum is at $y=-2/3$, or $\delta=131.8^\circ$. The factors are there $(1.08,2.88,2.88,3.60)$, against $(3,8,8,2)$ for a quarter-wave plate. With equal plates the largest standard deviation is lower by a factor of $8/3.6\approx2.2$.

## 7. Calibration on air

Set the arms in line without a sample, with $A=P$. Then $M'$ is the identity, and the table reduces to

$$\alpha_4=\kappa_1\kappa_2,\quad \alpha_{10}=\kappa_1c_2,\quad \alpha_6=\kappa_2c_1,\quad \alpha_8=-\alpha_2=\tfrac12\sigma_1\sigma_2,\quad \alpha_0=1+c_1c_2 .$$

Since $\kappa/c=\tan^2(\delta/2)$,

$$\tan^2\frac{\delta_2}{2}=\frac{|F_4|}{|F_{10}|},\qquad \tan^2\frac{\delta_1}{2}=\frac{|F_4|}{|F_6|},\qquad K=\frac{F_0}{1+c_1c_2},$$

for retardances between $0$ and $180^\circ$. The phases of $F_{10}$ and $F_6$ are $4\phi_1$ and $4\phi_2$, so each offset is known modulo $90^\circ$. An error of $90^\circ$ in one offset makes the dephased line 8 negative and is thereby found.

An error of $90^\circ$ in both offsets exchanges fast and slow axes in both plates. It reverses $a_3$ and $g_3$ together and leaves the air signal unchanged. On a sample it reverses $m_{03},m_{13},m_{23},m_{30},m_{31},m_{32}$. The fast axis of one plate must therefore be known independently.

## 8. Example: oxide on silicon behind strained windows

An oxide of 100 nm on silicon is measured at 633 nm and $70^\circ$ incidence. The indices are rough typical values, 1.46 for oxide and $3.88+0.02i$ for silicon. The thickness is spread uniformly by $\pm4$ nm over the spot. The entrance window has retardance $3^\circ$ at azimuth $30^\circ$, the exit window $2^\circ$ at $-20^\circ$. The "sample" is the whole sequence $M=W_{\rm out}M_{\rm film}W_{\rm in}$.

With $r_{01},r_{12}$ the Fresnel coefficients of the two interfaces, each polarization has

$$r=\frac{r_{01}+r_{12}e^{2ib}}{1+r_{01}r_{12}e^{2ib}},\qquad b=\frac{2\pi n_{\rm ox}d\cos\theta_{\rm ox}}{\lambda}.$$

The sign of $r_p$ is chosen so that $r_p=-r_s$ at normal incidence. At 100 nm, $|r_p/r_s|=0.876$ and $\arg(r_p/r_s)=-79.5^\circ$. These digits belong to the rounded indices; 1.457 and $3.882+0.019i$ give 0.87 and $-79.8^\circ$. Mueller matrices are averaged over thickness by seven-point Gauss quadrature.

**Calibration.** The instrument has $P=A=45^\circ$, $C_{10}=20^\circ$, $C_{20}=12^\circ$ and $N=36$. Its simulated air signal with $I_0=1$ gives $|F_4|=0.161566$, $|F_6|=0.035131$, $|F_{10}|=0.043783$ and $F_0=0.259520$. Hence $\tan^2(\delta_2/2)=3.690$ and $\tan^2(\delta_1/2)=4.599$, so $\delta_2=125.0^\circ$ and $\delta_1=130.0^\circ$. The offsets are $\phi_1=-25^\circ$ and $\phi_2=-33^\circ$, and $K=0.25952/1.03808=0.2500$. The plate constants are

$$(\kappa_1,c_1,\sigma_1)=(0.82139,0.17861,0.76604),$$
$$(\kappa_2,c_2,\sigma_2)=(0.78679,0.21321,0.81915).$$

**Sample signal.** The dephased channels are:

| $n$ | $\alpha_n$ | $\beta_n$ |
|---|---|---|
| 0 | 0.274567 | 0 |
| 1 | 0.003472 | −0.080782 |
| 2 | −0.011011 | 0 |
| 3 | 0 | 0.038588 |
| 4 | 0.099461 | −0.005786 |
| 5 | 0 | 0.045032 |
| 6 | 0.004909 | 0.029135 |
| 7 | −0.001475 | −0.090252 |
| 8 | 0.011011 | 0 |
| 10 | 0.006089 | 0.027424 |
| 11 | −0.003472 | 0.080782 |
| 13 | 0.001475 | 0.090252 |
| 16 | −0.076926 | −0.002007 |

Four inversions show the arithmetic:

$$m'_{22}=\frac{0.099461+0.076926}{0.82139\times0.78679}=0.2729,$$
$$m'_{13}=\frac{-0.080782-0.080782}{0.76604\times0.78679}=-0.2681,$$
$$m'_{02}=\frac{0.027424}{0.82139}+0.21321\times0.01206=0.0360,$$
$$m'_{00}=0.274567-0.03808\times0.03487=0.2732 .$$

The second term of $m'_{02}$ uses $m'_{12}=-0.01206$. The last line uses $m'_{11}=0.03487$ and omits the terms in $m'_{01},m'_{10}$, which are below $10^{-5}$. At $P=A=45^\circ$ the return to laboratory axes exchanges indices 1 and 2 with signs; for instance $m_{01}=-m'_{02}$ and $m_{23}=m'_{13}$. The result is $m_{00}=0.2732$ and

$$\frac{M}{m_{00}}=\begin{pmatrix}1&-0.1316&-0.0001&-0.0060\\-0.1317&0.9989&-0.0214&0.0422\\0.0000&0.0441&0.1276&-0.9810\\-0.0030&0.0160&0.9818&0.1284\end{pmatrix}.$$

**Reading the matrix.** The isotropic film alone has no elements linking indices $(0,1)$ with $(2,3)$; here they reach 0.044. To first order, a weak retarder $\epsilon$ at azimuth $\alpha$ adds $\epsilon\cos2\alpha$ to the phase of $S_2+iS_3$ and mixes $S_1$ with $S_3$ by $\epsilon\sin2\alpha$. The entrance window gives $0.0524\sin60^\circ=0.045$, which multiplied by $-m_{23}/m_{00}\approx0.98$ accounts for $m_{21}/m_{00}$. Together the windows add $3^\circ\cos60^\circ+2^\circ\cos40^\circ=3.0^\circ$ to the film's phase $\arg(r_s/r_p)=79.5^\circ$, by which the film itself advances $S_2+iS_3$. An analysis that ignored them would assign this shift to the film.

The depolarization index $\sqrt{(\sum m_{ij}^2/m_{00}^2-1)/3}$ equals 1 for a single Jones matrix. Here it is 0.9993, and the deficit comes from the thickness spread.

**Noise.** Let $s$ be 0.1 % of the mean signal, $0.001\times0.25\times0.2746=6.9\times10^{-5}$. Then $s/(K\sqrt N)=4.6\times10^{-5}$. At fixed $m_{00}$, the standard deviations of the other fifteen $m_{ij}/m_{00}$ run from 0.0003 to 0.0006 for one sweep.

## 9. What real instruments break

The following are the largest errors of any $m_{ij}/m_{00}$ in this example when one effect is added and the calibration is kept:

- Retardance of plate 1 wrong by $1^\circ$: 0.015.
- Azimuth of plate 1 wrong by $0.1^\circ$: 0.007.
- Slow-to-fast amplitude transmission 0.995 in both plates: 0.007.
- Detector whose relative shortfall grows in proportion to the signal, reaching 1 % at the peak: 0.004.
- Uniform 5 nm full bandwidth, retardances varying as $1/\lambda$ and indices constant: 0.00004.

The first four exceed the noise above, so for these inputs systematic errors limit the accuracy rather than photometric noise. The bandwidth error is small because the film is thin; with 1000 nm of oxide the same band gives 0.008. The window retardances are chosen round values; their first-order effects scale in proportion.

A detector that integrates over the whole interval between readings, centred on $\theta_l$, averages $e^{inx}$ over a width $2\pi/N$. This multiplies line $n$ by

$$\frac{\sin(\pi n/N)}{\pi n/N},$$

which is 0.705 for $n=16$ and $N=36$. Ignoring it in the sample signal, with the correct calibration kept, causes an error of 0.14; dividing each line by its factor removes the error.

The empty harmonics 9, 12, 14 and 15 are a diagnostic. Any rotating plate whose Mueller matrix is constant in its own axes, even one with unequal transmissions, enters through one rotation into its axes and one back, so $|j|,|k|\le2$ still holds and these lines stay empty. The nonlinear detector above fills them up to $5\times10^{-4}$ of $F_0$ with 72 readings. With $N=36$ the orders above 18 that it creates alias onto these lines and the largest is $6\times10^{-4}$, only two to three times the single-sweep noise per channel of Section 8, $s\sqrt{2/N}=2.4\times10^{-4}$ of $F_0$. A signal there above the noise shows that some assumption has failed. It may be linearity, uniform rotation, constancy during the sweep, or a plate matrix constant in its own axes; the last fails, for example, when a tilted plate's retardance varies with its azimuth. Empty lines do not certify the plates.

A spectroscopic instrument meets a further limit. If retardance varies as $1/\lambda$, plate 1 becomes a half-wave plate at $633\times130/180=457$ nm and plate 2 at $633\times125/180=440$ nm. In quartz plates the dispersion of the birefringence moves these points to about 471 and 455 nm. Near the half-wave points the variances containing $2/\sigma^2$ diverge, and the corresponding column or row of $M$ must be measured with other plates.
